**Galitskii-Migdal correlation from $G_0$ and $W_0$ compared with RPA**

The program shows that $U_c=\tfrac12\mathrm{Tr}[\Sigma_cG_0]$ is the coupling derivative of the RPA correlation energy $E_c$ at full coupling, and that the missing part is $T_c=E_c-U_c=\mathrm{Tr}[h_s\delta\gamma]$. Here $h_s$ is the reference Hamiltonian and $\delta\gamma$ is the linearized $GW$ density matrix, the equal-time part of $G_0\Sigma_cG_0$. For an exactly diagonalized Hubbard dimer it asserts that the Galitskii-Migdal formula with the exact Green function returns the total energy, and that the coupling integral returns $E_c$. For water with PBE orbitals in cc-pVDZ it asserts that $U_c$ from the self-energy agrees with the response formula, with a pole sum and with a finite-difference coupling derivative of $E_c$. It also asserts that the coupling integral of $U_c$ reproduces $E_c$, and that traces of $\delta\gamma$ match finite-difference derivatives of $E_c$ under changes of $h_s$. The output gives $E_c=-0.3086$, $U_c=-0.5323$ and $T_c=0.2236$ hartree. Stretching both O–H bonds from 0.96 to 1.20 Å leaves an error of 0.0079 hartree in the energy difference relative to RPA.

## Check in Python

```python
"""
Result under test: the Galitskii-Migdal (GM) correlation term built from G0 and W0,
    U_c = (1/2) Tr[Sigma_c G0],
is the coupling derivative of the RPA correlation energy at full coupling, not
the RPA correlation energy E_c itself.  The missing part is
    T_c = E_c - U_c = Tr[h_s dgamma] >= 0,
where h_s is the reference (Kohn-Sham) Hamiltonian and dgamma the linearized GW
density matrix, i.e. the equal-time part of G0 Sigma_c G0.
Symbols: lam = coupling strength, eps = orbital energies, eri = (pq|rs) in the
orbital basis, gap = virtual minus occupied energy, Omega = RPA excitation energy.
Energies are in hartree, except for the Hubbard dimer (unit: its hopping).
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Gauss-Legendre grid mapped to the half line 0 < frequency < infinity
nodes, node_weights = np.polynomial.legendre.leggauss(160)
FREQ = (1 + nodes) / (1 - nodes)
FREQ_W = 2 * node_weights / (1 - nodes) ** 2


def unit_interval(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


# ---------- exact Hubbard dimer: GM formula with the exact Green function ----------
def dimer(hopping, repulsion):
    """Exact two-electron ground state; GM energy from its removal spectrum."""
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    c = [reduce(np.kron, [sign] * k + [lower] + [one] * (3 - k)) for k in range(4)]
    h = -hopping * np.kron(np.eye(2), np.array([[0., 1.], [1., 0.]]))
    n = [op.T @ op for op in c]
    interaction = repulsion * (n[0] @ n[2] + n[1] @ n[3])
    ham = interaction + sum(h[p, q] * c[p].T @ c[q] for p in range(4) for q in range(4))
    count = np.rint(np.diag(sum(n))).astype(int)
    two, single = np.where(count == 2)[0], np.where(count == 1)[0]
    e2, v2 = np.linalg.eigh(ham[np.ix_(two, two)])
    e1, v1 = np.linalg.eigh(ham[np.ix_(single, single)])
    ground = np.zeros(16)
    ground[two] = v2[:, 0]
    amplitude = np.array([v1.T @ (op @ ground)[single] for op in c])
    kinetic = np.sum(h * (amplitude @ amplitude.T))
    gm_energy = 0.5 * kinetic + 0.5 * np.sum((e2[0] - e1) * amplitude ** 2)
    return e2[0], kinetic, gm_energy, ground @ interaction @ ground


HOP, REP = 1.0, 4.0
d_energy, d_kin, d_gm, d_pot = dimer(HOP, REP)
assert abs(d_gm - d_energy) < 1e-10
assert abs((d_gm - d_kin) - d_pot) < 1e-10       # (1/2)Tr[Sigma G] = <V>
d_ec = d_energy - (-2 * HOP + REP / 2)
d_tc, d_uc = d_kin + 2 * HOP, d_pot - REP / 2
lam_x, lam_w = unit_interval(24)
d_integral = sum(w * (dimer(HOP, x * REP)[3] / x - REP / 2) for x, w in zip(lam_x, lam_w))
assert abs(d_integral - d_ec) < 1e-9
print(f"Dimer inputs: hopping {HOP:.1f}, repulsion {REP:.1f} (unit: hopping)")
print(f"Dimer exact total energy             {d_energy:.6f} hopping")
print(f"Dimer GM energy with exact G         {d_gm:.6f} hopping")
print(f"Dimer exact E_c                      {d_ec:.6f} hopping")
print(f"Dimer coupling integral of U_c(lam)  {d_integral:.6f} hopping")
print(f"Dimer exact U_c at full coupling     {d_uc:.6f} hopping")
print(f"Dimer exact T_c                      {d_tc:.6f} hopping")


# ---------- RPA tools for a closed-shell reference ----------
def pair_data(eps, eri, nocc):
    gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    kernel = eri[:nocc, nocc:, :nocc, nocc:].reshape(gap.size, gap.size)
    return gap, kernel


def response_energies(gap, kernel, lam=1.0):
    """E_c(lam) from the logarithm and lam*U_c(lam) from x^2/(1+x)."""
    e_c = u_c = 0.0
    for freq, weight in zip(FREQ, FREQ_W):
        root = np.sqrt(4 * lam * gap / (freq ** 2 + gap ** 2))
        x = np.linalg.eigvalsh(root[:, None] * kernel * root[None, :])
        e_c += weight * np.sum(np.log1p(x) - x) / (2 * np.pi)
        u_c -= weight * np.sum(x ** 2 / (1 + x)) / (2 * np.pi)
    return e_c, u_c


def rpa_modes(gap, kernel, lam=1.0):
    """RPA excitation energies, amplitudes X+Y, and plasmon-formula E_c."""
    root = np.sqrt(gap)
    squares, vectors = np.linalg.eigh(
        np.diag(gap ** 2) + 4 * lam * root[:, None] * kernel * root[None, :])
    omega = np.sqrt(squares)
    e_c = 0.5 * (np.sum(omega - gap) - 2 * lam * np.trace(kernel))
    return omega, root[:, None] * vectors / np.sqrt(omega), e_c


def gm_from_self_energy(eps, eri, nocc, lam=1.0):
    """(1/2)Tr[Sigma_c G0], linearized density matrix, and analytic pole sum."""
    n = eps.size
    gap, kernel = pair_data(eps, eri, nocc)
    omega, amplitudes, _ = rpa_modes(gap, kernel, lam)
    w = lam * np.sqrt(2) * (eri[:, :, :nocc, nocc:].reshape(n * n, -1) @ amplitudes)
    w = w.reshape(n, n, -1)
    side = np.where(np.arange(n) < nocc, -1.0, 1.0)
    poles = (eps[:, None] + side[:, None] * omega[None, :]).ravel()
    flat = w.reshape(n, -1)
    mu = 0.5 * (eps[nocc - 1] + eps[nocc])
    energy, dgamma = 0.0, np.zeros((n, n))
    for freq, weight in zip(FREQ, FREQ_W):
        z = mu + 1j * freq
        sigma = (flat / (z - poles)) @ flat.T
        g0 = 1 / (z - eps)
        energy += weight / np.pi * np.sum(np.diag(sigma) * g0).real
        dgamma += 2 * weight / np.pi * (g0[:, None] * sigma * g0[None, :]).real
    w_ov = w[:nocc, nocc:].reshape(gap.size, -1)
    pole_sum = -2 * np.sum(w_ov ** 2 / (gap[:, None] + omega[None, :]))
    return energy, dgamma, pole_sum


# ---------- one-pole model ----------
D1, K1 = 0.5, 0.1
m_ec, m_uc = response_energies(np.array([D1]), np.array([[K1]]))
m_omega = np.sqrt(D1 ** 2 + 4 * D1 * K1)
assert abs(m_ec + (m_omega - D1) ** 2 / (4 * D1)) < 1e-10
assert abs(m_ec - m_uc - (m_omega - D1) ** 2 / (4 * m_omega)) < 1e-10
assert abs(m_uc / m_ec - (1 + D1 / m_omega)) < 1e-8
print(f"One-pole inputs: gap {D1:.2f}, integral (ia|ia) {K1:.2f} hartree")
print(f"One-pole RPA excitation energy  {m_omega:.6f} hartree")
print(f"One-pole E_c, U_c, T_c  {m_ec:.6f}, {m_uc:.6f}, {m_ec - m_uc:.6f} hartree")
print(f"One-pole ratio U_c/E_c  {m_uc / m_ec:.5f}")


# ---------- water molecule ----------
ANGLE = 104.5


def water(bond):
    half = np.radians(ANGLE / 2)
    y, z = bond * np.sin(half), bond * np.cos(half)
    mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                basis="cc-pvdz", unit="Angstrom", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe"
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    orb, eps = mf.mo_coeff, mf.mo_energy
    dm = mf.make_rdm1()
    hf = scf.RHF(mol)
    eri = ao2mo.restore(1, ao2mo.kernel(mol, orb), eps.size)
    kinetic = orb.T @ mol.intor("int1e_kin") @ orb
    static = orb.T @ hf.get_fock(dm=dm) @ orb - np.diag(eps)
    return eps, eri, mol.nelectron // 2, kinetic, static, hf.energy_tot(dm=dm)


BOND, LONG_BOND = 0.96, 1.20
eps, eri, nocc, kinetic, static, e_det = water(BOND)
gap, kernel = pair_data(eps, eri, nocc)
e_c, u_response = response_energies(gap, kernel)
u_c, dgamma, u_poles = gm_from_self_energy(eps, eri, nocc)
e_plasmon = rpa_modes(gap, kernel)[2]
t_c = e_c - u_c
assert abs(e_c - e_plasmon) < 1e-8
assert abs(u_c - u_response) < 1e-8 and abs(u_c - u_poles) < 1e-8

# coupling derivative and coupling integral
step = 1e-3
slope = (rpa_modes(gap, kernel, 1 + step)[2] - rpa_modes(gap, kernel, 1 - step)[2]) / (2 * step)
assert abs(slope - u_c) < 1e-6
lam_x, lam_w = unit_interval(10)
integral = sum(w * gm_from_self_energy(eps, eri, nocc, x)[0] / x for x, w in zip(lam_x, lam_w))
assert abs(integral - e_c) < 1e-7

print(f"Water inputs: O-H {BOND:.2f} angstrom, angle {ANGLE:.1f} degrees, PBE, cc-pVDZ")
print(f"Orbitals {eps.size}, occupied {nocc}, particle-hole pairs {gap.size}")
print(f"PBE orbital gap                      {gap.min():.5f} hartree")
print(f"E_c RPA, logarithm                   {e_c:.6f} hartree = {e_c * HARTREE_EV:.3f} eV")
print(f"E_c RPA, plasmon formula             {e_plasmon:.6f} hartree")
print(f"E_c RPA, coupling integral of GM     {integral:.6f} hartree")
print(f"U_c, GM from Sigma_c and G0          {u_c:.6f} hartree = {u_c * HARTREE_EV:.3f} eV")
print(f"U_c, response formula                {u_response:.6f} hartree")
print(f"U_c, coupling derivative of E_c      {slope:.6f} hartree")
print(f"T_c = E_c - U_c                      {t_c:.6f} hartree = {t_c * HARTREE_EV:.3f} eV")
print(f"Ratio U_c/E_c at full coupling       {u_c / e_c:.4f}")
for lam in (0.01, 0.25, 0.50, 0.75, 1.00):
    e_lam, lam_u = response_energies(gap, kernel, lam)
    ratio = lam_u / e_lam
    assert 1 < ratio < 2
    if lam == 0.01:
        assert abs(ratio - 2) < 0.02
    print(f"lam {lam:.2f}: U_c(lam) {lam_u / lam:.6f} hartree, lam*U_c(lam)/E_c(lam) {ratio:.4f}")


# ---------- linearized density matrix ----------
def rpa_energy_of_hamiltonian(h):
    """RPA E_c after rediagonalizing a changed reference Hamiltonian."""
    e, rot = np.linalg.eigh(h)
    occ, vir = rot[:, :nocc], rot[:, nocc:]
    half = np.einsum("pqrs,pi,qa->iars", eri, occ, vir, optimize=True)
    k = np.einsum("iars,rj,sb->iajb", half, occ, vir, optimize=True)
    d = (e[None, nocc:] - e[:nocc, None]).ravel()
    return rpa_modes(d, k.reshape(d.size, d.size))[2]


def derivative_along(direction, eta=3e-5):
    h = np.diag(eps)
    return (rpa_energy_of_hamiltonian(h + eta * direction)
            - rpa_energy_of_hamiltonian(h - eta * direction)) / (2 * eta)


one_body = np.sum(eps * np.diag(dgamma))
kin_part = np.sum(kinetic * dgamma)
pot_part = np.sum((np.diag(eps) - kinetic) * dgamma)
promoted = np.trace(dgamma[nocc:, nocc:])
occupied_projector = np.diag((np.arange(eps.size) < nocc).astype(float))
assert abs(np.trace(dgamma)) < 1e-8
assert abs(one_body - t_c) < 1e-7
assert abs(derivative_along(np.diag(eps)) - t_c) < 1e-6
assert abs(derivative_along(kinetic) - kin_part) < 1e-6
assert abs(derivative_along(occupied_projector) + promoted) < 1e-6
print(f"Trace of dgamma, absolute value below 1e-8: {abs(np.trace(dgamma)) < 1e-8}")
print(f"Tr[h_s dgamma]                       {one_body:.6f} hartree")
print(f"  kinetic part Tr[t dgamma]          {kin_part:.6f} hartree")
print(f"  potential part Tr[v_s dgamma]      {pot_part:.6f} hartree")
print(f"Electrons promoted to virtuals       {promoted:.5f}")


# static exchange minus v_xc: first-order density matrix by finite differences
def determinant_density(h):
    occ = np.linalg.eigh(h)[1][:, :nocc]
    return 2 * occ @ occ.T


eta = 1e-4
d_static = (determinant_density(np.diag(eps) + eta * static)
            - determinant_density(np.diag(eps) - eta * static)) / (2 * eta)
static_total = np.sum(eps * np.diag(d_static))
static_kin = np.sum(kinetic * d_static)
assert abs(static_total) < 1e-6
print(f"Static part: |Tr[h_s dgamma_x]| below 1e-6: {abs(static_total) < 1e-6}")
print(f"Static part: Tr[t dgamma_x]          {static_kin:.6f} hartree")

# ---------- total energies and an energy difference ----------
e_rpa, e_gm = e_det + e_c, e_det + u_c
assert abs(e_gm + one_body - e_rpa) < 1e-7
print(f"Determinant energy, PBE orbitals     {e_det:.6f} hartree")
print(f"Total energy, RPA                    {e_rpa:.6f} hartree")
print(f"Total energy, GM with G0 and W0      {e_gm:.6f} hartree")
print(f"GM total plus Tr[h_s dgamma]         {e_gm + one_body:.6f} hartree")

eps2, eri2, nocc2, _, _, e_det2 = water(LONG_BOND)
e_c2, u_c2 = response_energies(*pair_data(eps2, eri2, nocc2))
rise_rpa = e_det2 + e_c2 - e_rpa
rise_gm = e_det2 + u_c2 - e_gm
print(f"Stretched water: both O-H {LONG_BOND:.2f} angstrom, same angle")
print(f"Stretched E_c, U_c, T_c  {e_c2:.6f}, {u_c2:.6f}, {e_c2 - u_c2:.6f} hartree")
print(f"Stretching energy, RPA               {rise_rpa:.6f} hartree")
print(f"Stretching energy, GM with G0 and W0 {rise_gm:.6f} hartree")
print(f"GM minus RPA stretching energy       {rise_gm - rise_rpa:.6f} hartree"
      f" = {(rise_gm - rise_rpa) * HARTREE_EV:.3f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Dimer inputs: hopping 1.0, repulsion 4.0 (unit: hopping)
Dimer exact total energy             -0.828427 hopping
Dimer GM energy with exact G         -0.828427 hopping
Dimer exact E_c                      -0.828427 hopping
Dimer coupling integral of U_c(lam)  -0.828427 hopping
Dimer exact U_c at full coupling     -1.414214 hopping
Dimer exact T_c                      0.585786 hopping
One-pole inputs: gap 0.50, integral (ia|ia) 0.10 hartree
One-pole RPA excitation energy  0.670820 hartree
One-pole E_c, U_c, T_c  -0.014590, -0.025464, 0.010875 hartree
One-pole ratio U_c/E_c  1.74536
Water inputs: O-H 0.96 angstrom, angle 104.5 degrees, PBE, cc-pVDZ
Orbitals 24, occupied 5, particle-hole pairs 95
PBE orbital gap                      0.25826 hartree
E_c RPA, logarithm                   -0.308648 hartree = -8.399 eV
E_c RPA, plasmon formula             -0.308648 hartree
E_c RPA, coupling integral of GM     -0.308648 hartree
U_c, GM from Sigma_c and G0          -0.532283 hartree = -14.484 eV
U_c, response formula                -0.532283 hartree
U_c, coupling derivative of E_c      -0.532283 hartree
T_c = E_c - U_c                      0.223635 hartree = 6.085 eV
Ratio U_c/E_c at full coupling       1.7246
lam 0.01: U_c(lam) -0.009128 hartree, lam*U_c(lam)/E_c(lam) 1.9937
lam 0.25: U_c(lam) -0.189276 hartree, lam*U_c(lam)/E_c(lam) 1.8828
lam 0.50: U_c(lam) -0.328114 hartree, lam*U_c(lam)/E_c(lam) 1.8119
lam 0.75: U_c(lam) -0.439185 hartree, lam*U_c(lam)/E_c(lam) 1.7623
lam 1.00: U_c(lam) -0.532283 hartree, lam*U_c(lam)/E_c(lam) 1.7246
Trace of dgamma, absolute value below 1e-8: True
Tr[h_s dgamma]                       0.223635 hartree
  kinetic part Tr[t dgamma]          0.129127 hartree
  potential part Tr[v_s dgamma]      0.094507 hartree
Electrons promoted to virtuals       0.16291
Static part: |Tr[h_s dgamma_x]| below 1e-6: True
Static part: Tr[t dgamma_x]          -0.089462 hartree
Determinant energy, PBE orbitals     -76.022038 hartree
Total energy, RPA                    -76.330686 hartree
Total energy, GM with G0 and W0      -76.554321 hartree
GM total plus Tr[h_s dgamma]         -76.330686 hartree
Stretched water: both O-H 1.20 angstrom, same angle
Stretched E_c, U_c, T_c  -0.339598, -0.571156, 0.231558 hartree
Stretching energy, RPA               0.055935 hartree
Stretching energy, GM with G0 and W0 0.048012 hartree
GM minus RPA stretching energy       -0.007923 hartree = -0.216 eV
ALL CHECKS PASSED
```
